# Why Untruncated Exchange Sums Diverge on a Uniform k Mesh, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the k mesh to the divergence

### The decision at stake

A calculation that sums the unscreened exact exchange of a periodic solid in real space needs two numbers from its user: the density of the k mesh, and the distance \(L\) up to which exchange is summed in real space. It is tempting to treat them as separate convergence parameters, each to be increased until the energy stops changing. For the second one this fails. At a fixed mesh the exchange energy does not settle as \(L\) grows; it goes to minus infinity. The range of exchange must therefore be tied to the mesh, and a larger range has to be paid for with more k points.

The reason is that a finite uniform mesh cannot represent a density matrix that decays at large distance. It produces one that repeats over a supercell. These notes derive the repetition, the divergence and its coefficient, and then show how the finite energy of the infinite solid is recovered.

### Setting and conventions

Atomic units are used: lengths in bohr, energies in hartree. The crystal is three-dimensional, with primitive vectors \(\mathbf a_i\), cell volume \(\Omega\), lattice vectors \(\mathbf R\), and reciprocal vectors defined by \(\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}\). The mesh is

\[
\mathbf k=\mathbf k_0+\sum_{i=1}^{3}\frac{m_i}{n_i}\mathbf b_i,\qquad m_i=0,1,\dots,n_i-1,
\]

with \(N_k=n_1n_2n_3\) points. The shift \(\mathbf k_0\) is zero for a mesh that contains the zone centre. The Born-von Karman (BvK) supercell belonging to the mesh has the lattice vectors

\[
\mathbf T=\sum_i t_i n_i\mathbf a_i,\qquad t_i\ \text{integer},
\]

and the volume \(V=N_k\Omega\).

The index \(i\) on an orbital stands for a band and a mesh point \(\mathbf k_i\) together. The Bloch orbitals \(\psi_i\) are orthonormal over one cell at each k point, and their occupations satisfy \(0\le f_i\le1\). The density matrix of one spin is

\[
\gamma(\mathbf r,\mathbf r')=\frac1{N_k}\sum_i f_i\,\psi_i(\mathbf r)\psi_i^*(\mathbf r').
\]

Its diagonal is the density of that spin. Integrated over a cell, the diagonal gives \(N_k^{-1}\sum_i f_i\), the number of electrons of that spin per cell.

### The density matrix repeats over the supercell

Bloch's theorem says that \(\psi_i(\mathbf r+\mathbf R)=e^{i\mathbf k_i\cdot\mathbf R}\psi_i(\mathbf r)\). Since each \(\mathbf T\) is also a lattice vector of the crystal, moving the second argument of \(\gamma\) by \(\mathbf T\) gives

\[
\gamma(\mathbf r,\mathbf r'+\mathbf T)=\frac1{N_k}\sum_i f_i\,e^{-i\mathbf k_i\cdot\mathbf T}\,\psi_i(\mathbf r)\psi_i^*(\mathbf r').
\]

The minus sign comes from the complex conjugate. On the mesh the phase is the same for every term, because

\[
(\mathbf k_i-\mathbf k_0)\cdot\mathbf T=\sum_j\frac{m_j}{n_j}\,t_jn_j\,2\pi=2\pi\sum_j m_jt_j
\]

is a multiple of \(2\pi\). The common phase can be taken out of the sum:

\[
\gamma(\mathbf r,\mathbf r'+\mathbf T)=e^{-i\mathbf k_0\cdot\mathbf T}\,\gamma(\mathbf r,\mathbf r').
\]

For \(\mathbf k_0=0\) the density matrix is periodic over the supercell. For a shifted mesh it is periodic up to a phase. Exchange contains the absolute square, from which the phase drops out:

\[
|\gamma(\mathbf r,\mathbf r'+\mathbf T)|^2=|\gamma(\mathbf r,\mathbf r')|^2 .
\]

Shifting the mesh therefore does not remove the problem. Nothing has been assumed about a gap, the shape of the bands or the occupations.

A second symmetry is needed below. If both arguments move by the same lattice vector \(\mathbf R\), the factors \(e^{i\mathbf k_i\cdot\mathbf R}\) and \(e^{-i\mathbf k_i\cdot\mathbf R}\) cancel, and \(\gamma\) is unchanged. The first argument can therefore be kept in one cell when an energy per cell is computed.

### The same statement for atomic orbitals

In a basis of atom-centred functions \(\varphi_\mu\), the Bloch orbitals are

\[
\psi_i(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf k_i\cdot\mathbf R}\sum_\mu C_{\mu i}\,\varphi_\mu(\mathbf r-\mathbf R).
\]

Inserted into \(\gamma\), this gives

\[
\gamma(\mathbf r,\mathbf r')=\sum_{\mathbf R\mathbf R'}\sum_{\mu\nu}P_{\mu\nu}(\mathbf R'-\mathbf R)\,\varphi_\mu(\mathbf r-\mathbf R)\varphi_\nu^*(\mathbf r'-\mathbf R'),
\]

\[
P_{\mu\nu}(\mathbf R)=\frac1{N_k}\sum_i f_i\,C_{\mu i}C_{\nu i}^*\,e^{-i\mathbf k_i\cdot\mathbf R}.
\]

The same phase argument yields \(P_{\mu\nu}(\mathbf R+\mathbf T)=e^{-i\mathbf k_0\cdot\mathbf T}P_{\mu\nu}(\mathbf R)\). The matrix elements between far-apart cells do not fade out on a finite mesh. They come back with their full magnitude after each supercell.

### Exchange as a sum over cells

The exchange energy per cell, with the bare Coulomb interaction, is

\[
E_x=-\frac12\sum_\sigma\int_{\rm cell}d\mathbf r\int d\mathbf r'\,\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|},
\]

where \(\sigma\) labels the spin and \(\mathbf r'\) runs over all space. For fractional occupations this is taken as the definition of the mean-field exchange energy. A global hybrid functional multiplies it by a fixed fraction, which changes none of the conclusions.

Cutting the \(\mathbf r'\) integral into cells turns it into a lattice sum \(E_x=\sum_{\mathbf R}e(\mathbf R)\) with

\[
e(\mathbf R)=-\frac12\sum_\sigma\int_{\rm cell}d\mathbf r\int_{\rm cell}d\mathbf r'\,\frac{|\gamma_\sigma(\mathbf r,\mathbf r'+\mathbf R)|^2}{|\mathbf r-\mathbf r'-\mathbf R|}.
\]

The strength of the coupling between two cells, without the Coulomb factor, is measured by the weight

\[
w_\sigma(\mathbf R)=\int_{\rm cell}d\mathbf r\int_{\rm cell}d\mathbf r'\,|\gamma_\sigma(\mathbf r,\mathbf r'+\mathbf R)|^2\ \ge 0 .
\]

By the periodicity of \(|\gamma|^2\), \(w_\sigma(\mathbf R+\mathbf T)=w_\sigma(\mathbf R)\).

### How much weight one supercell holds

To add the weights of all cells in one supercell, the orthogonality of the orbitals over the supercell is needed. For two orbitals, Bloch's theorem gives

\[
\int_V d\mathbf r\,\psi_i^*\psi_j=\left[\sum_{\mathbf R\in V}e^{i(\mathbf k_j-\mathbf k_i)\cdot\mathbf R}\right]\int_{\rm cell}d\mathbf r\,\psi_i^*\psi_j .
\]

If the two mesh points are equal, the bracket is \(N_k\) and the cell integral is \(\delta_{ij}\). If they differ, the bracket is a product of three geometric sums of the form

\[
\sum_{l=0}^{n-1}e^{2\pi i\,\Delta m\,l/n}=\frac{e^{2\pi i\Delta m}-1}{e^{2\pi i\Delta m/n}-1}=0,
\]

where \(\Delta m\) is the difference of the mesh integers along an axis on which the points differ. The numerator vanishes while the denominator does not, since \(0<|\Delta m|<n\). The shift \(\mathbf k_0\) has cancelled in the difference. Thus

\[
\int_V d\mathbf r\,\psi_i^*\psi_j=N_k\,\delta_{ij}.
\]

Now write out the square of the density matrix and integrate over its second argument:

\[
\int_V d\mathbf r'\,|\gamma(\mathbf r,\mathbf r')|^2=\frac1{N_k^2}\sum_{ij}f_if_j\,\psi_i(\mathbf r)\psi_j^*(\mathbf r)\int_V d\mathbf r'\,\psi_i^*(\mathbf r')\psi_j(\mathbf r')
=\frac1{N_k}\sum_i f_i^2|\psi_i(\mathbf r)|^2 .
\]

One factor \(1/N_k\) has been cancelled by the orthogonality integral. Integrating \(\mathbf r\) over a cell, where each orbital has norm one, gives

\[
\sum_{\mathbf R\in V}w(\mathbf R)=M,\qquad M=\frac1{N_k}\sum_i f_i^2 .
\]

If all occupations are 0 or 1, then \(f_i^2=f_i\), and \(M\) is the number of electrons of that spin per cell. With fractional occupations \(M\) is smaller, since \(f_i^2\le f_i\), but it stays positive as long as there are electrons of that spin.

### The lattice sum diverges

Let \(d\) be the largest distance between two points of one cell, and \(D\) the largest length of the vectors \(\mathbf R_0\) that label the cells of one supercell. Every cell of the crystal has a label \(\mathbf R=\mathbf R_0+\mathbf T\), so the distance in \(e(\mathbf R)\) obeys

\[
|\mathbf r-\mathbf r'-\mathbf R|\le|\mathbf T|+D+d .
\]

Replacing the distance by this upper limit can only reduce the magnitude of \(e(\mathbf R)\). Adding the cells of one supercell then gives

\[
\sum_{\mathbf R_0}|e(\mathbf R_0+\mathbf T)|\ \ge\ \frac12\,\frac{\sum_\sigma M_\sigma}{|\mathbf T|+D+d}.
\]

Take all supercells with \(|\mathbf T|<X\). For large \(X\) their number approaches \(4\pi X^3/(3V)\), and each contributes at least the value at \(|\mathbf T|=X\). The partial sum is therefore at least

\[
\frac12\,\frac{\sum_\sigma M_\sigma}{X+D+d}\;\frac{4\pi X^3}{3V}\,[1+o(1)],
\]

which grows as \(X^2\). Every \(e(\mathbf R)\) has the same sign, so there is no cancellation that a cleverer order of summation could exploit. The untruncated sum is minus infinity on every finite uniform mesh.

The numerical prefactor here belongs to a lower bound. The true coefficient of the quadratic growth is found in the second half.

### What the divergence means

For integer occupations, the function \(|\gamma(\mathbf r,\mathbf r')|^2/\gamma(\mathbf r,\mathbf r)\) is the exchange hole around an electron at \(\mathbf r\): the density of same-spin electrons that the Pauli principle removes at \(\mathbf r'\). The integral above shows that the hole contains one electron per supercell. In the infinite crystal the hole contains one electron in all space. The mesh has made copies of it, one in each supercell.

The exchange energy is the attraction between the electron and its hole. With copies everywhere, the electron is attracted by a lattice of charges that all have the same sign, opposite to its own. The Hartree energy has a similar long-range problem, but there the electronic charge is neutralized by the nuclei. The copies of the hole have no such partner.

### Fewer periodic dimensions

For a slab or a chain, the supercell vectors fill only a plane or a line. If \(\mathbf r\) and \(\mathbf r'\) are restricted to a region of finite thickness that holds a nonzero part of the weight, the same lower bound applies with that smaller weight. In two dimensions the number of supercells grows as \(X^2\), so the sum grows at least as \(X\). In one dimension the terms form a series of the type \(\sum_t1/(t+{\rm const})\), which grows as \(\ln X\). The divergence becomes slower but does not disappear, and in a chain it may be hard to notice in a short range of cutoffs.

### A crystal in which the copies can be seen

Consider a simple cubic cell of edge \(a=6\) bohr and the potential \(0.3\,[\cos(2\pi x/a)+\cos(2\pi y/a)+\cos(2\pi z/a)]\) hartree. There are two electrons per cell, one of each spin, in the lowest band. The orbitals are those of this given potential in a small plane-wave basis, seven waves per axis; they are not self-consistent. The band gap is 0.209 hartree, so this model is an insulator.

The mesh has \(3\times3\times3\) points and is shifted by a quarter of the mesh spacing along each axis. Along one axis \(k_0=\tfrac14\cdot2\pi/(3a)\) and \(T=3a\), so the phase over one supercell edge should be \(e^{-i\pi/2}=-i\). The program confirms, at randomly chosen pairs of points along one axis, that moving the second argument by one supercell edge multiplies the density matrix by this factor.

The weights of the cells \((R,0,0)\) are as follows.

| \(R\) | \(3\times3\times3\) mesh | \(40\times40\times40\) mesh |
|---|---|---|
| 0 | 0.9099 | 0.9099 |
| 1 | 0.0145 | 0.0144 |
| 2 | 0.0145 | 0.00015 |
| 3 | 0.9099 | 0.0000035 |

On the dense mesh the weight has fallen to a few millionths after three cells. On the coarse mesh the cell at \(R=3\) is a copy of the home cell. The cell at \(R=2\) is a copy of the one at \(R=-1\), which explains why it equals the weight at \(R=1\): moving both arguments by \(\mathbf R\) and using \(\gamma(\mathbf r',\mathbf r)=\gamma^*(\mathbf r,\mathbf r')\) gives \(w(-\mathbf R)=w(\mathbf R)\). The first neighbour is already close to its dense-mesh value. This coarse mesh is thus adequate at short range and wrong at long range. The short-range agreement is helped by the quarter shift, for the reason given with the crystal energies in the second half.

The total weight can be checked by hand. The potential is a sum over axes, so the orbitals of the lowest band are products and the weights factorize. The factor of the home cell along one axis is \(0.90994^{1/3}=0.9690\). The factor of a neighbour is \(0.01454/0.9690^2=0.0155\). One axis of the supercell holds \(0.9690+2\times0.0155=1.000\), and its cube is \(M=1\), the one electron per spin and cell.

## Second half: the exact growth and the way back to a finite energy

### What is carried over

A uniform mesh of \(N_k\) points belongs to a supercell of volume \(V=N_k\Omega\) with lattice vectors \(\mathbf T\). The density matrix of one spin is \(\gamma(\mathbf r,\mathbf r')=N_k^{-1}\sum_if_i\psi_i(\mathbf r)\psi_i^*(\mathbf r')\), with orbitals normalized over one cell of volume \(\Omega\). Its absolute square is periodic over the supercell, and

\[
\int_{\rm cell}d\mathbf r\int_Vd\mathbf r'\,|\gamma(\mathbf r,\mathbf r')|^2=M=\frac1{N_k}\sum_if_i^2 .
\]

The first half showed that the bare exchange sum over all cells then diverges. Here exchange is cut off sharply at \(|\mathbf r-\mathbf r'|<L\), which allows the \(L\) dependence to be found in closed form.

On every finite uniform mesh, the absolute square of the density matrix repeats over the supercell, so the untruncated bare exchange sum diverges. What remains is to find the exact growth with the cutoff \(L\) and to show how the finite energy of the infinite crystal is recovered.
